# Phase-Shift Counting of States and the Friedel Sum Rule, part 1

(Sections cited here and not found follow in the second part.)

## Half 1. Counting levels in a large sphere

### The question and the model

Replace one ion of a simple metal by an ion whose charge is larger by $Z$. Electrons gather around it until, seen from far away, the extra charge is screened. Close to the ion they feel a strong potential. Far from it their waves keep the free form and are displaced in phase. The number of electrons that have gathered can be found from these phase displacements alone, by counting the levels of a large sphere with and without the scatterer.

The electrons are independent and move in a given potential $V(r)$, which may be the mean field of a self-consistent calculation. The host is a free-electron gas. The potential is spherical, bounded and piecewise continuous, and it vanishes for $r>a$. A hard wall stands at $R>a$. Hartree atomic units are used, so that $E=k^2/2$ for positive energies. Counts in this half are for one spin direction.

With the radial wavefunction written as $u(r)/r$, the Schrödinger equation for angular momentum $l$ is

$$u''=\left[\frac{l(l+1)}{r^2}+2V(r)-2E\right]u .\tag{1}$$

The solution that is regular at the origin starts as $u\simeq r^{l+1}$, and a level of the sphere is an energy at which $u(R)=0$.

### The phase of a free radial wave

For $V=0$ and $x=kr$, two independent solutions are $J_l(x)=x\,j_l(x)$ and $Y_l(x)=x\,y_l(x)$, where $j_l$ and $y_l$ are the spherical Bessel functions. The sign convention is fixed by the behaviour at large $x$:

$$J_l\to\sin(x-l\pi/2),\qquad Y_l\to-\cos(x-l\pi/2).$$

A prime on $J_l$, $Y_l$ and the functions built from them means a derivative with respect to $x$; a prime on $u$ means one with respect to $r$. Both functions obey the same equation without a first-derivative term, so $J_lY_l'-J_l'Y_l$ is constant. Its value at large $x$ is $\sin^2+\cos^2$, hence

$$J_lY_l'-J_l'Y_l=1 .\tag{2}$$

Introduce a modulus $M_l(x)>0$ and a continuous phase $\theta_l(x)$ by

$$J_l=M_l\sin\theta_l,\qquad Y_l=-M_l\cos\theta_l,\qquad \theta_l(0)=0 .\tag{3}$$

The starting value is consistent: near the origin $J_l$ is small and positive while $-Y_l$ is positive. Inserting (3) into (2) gives

$$M\sin\theta\,(-M'\cos\theta+M\theta'\sin\theta)+(M'\sin\theta+M\theta'\cos\theta)\,M\cos\theta=M^2\theta'=1,$$

because the terms with $M'$ cancel. Thus

$$\theta_l'(x)=\frac{1}{M_l^2(x)}>0 .\tag{4}$$

For $l=0$ one has $M_0=1$ and $\theta_0=x$. For any $l$, $\theta_l\to x-l\pi/2$ at large $x$, up to a possible multiple of $2\pi$ on which nothing below depends. At large $x$ the local wave number squared in (1), in units of $k^2$, is $1-l(l+1)/x^2$. The phase therefore grows at the rate $\theta_l'\simeq1-l(l+1)/(2x^2)$, and by (4) $M_l^2\simeq1+l(l+1)/(2x^2)$.

### The quantization condition

Outside the potential the solution is a combination of $J_l$ and $Y_l$, which defines the phase shift $\delta_l(k)$:

$$u=A\,[J_l(kr)\cos\delta_l-Y_l(kr)\sin\delta_l]=A\,M_l(kr)\sin[\theta_l(kr)+\delta_l].\tag{5}$$

The second form follows from (3) and the addition theorem for the sine. An attractive potential pulls the nodes inward and gives a positive $\delta_l$. Since $M_l$ has no zero, the wall requires

$$\theta_l(kR)+\delta_l(k)=n\pi .\tag{6}$$

For $l=0$ this reads $k_nR+\delta_0(k_n)=n\pi$, whereas the free levels obey $k_n^0R=n\pi$. Subtraction gives

$$k_n-k_n^0=-\frac{\delta_0(k_n)}{R}.\tag{7}$$

Each level moves by the fraction $\delta_0/\pi$ of the level spacing $\pi/R$. This already suggests that $\delta_0/\pi$ levels pass a fixed energy. To turn the suggestion into a count one must know which integer $n$ belongs to which level, and (5) does not tell, because it leaves $\delta_l$ undetermined by multiples of $\pi$.

### The phase as a function of radius

The missing integer is found by following the phase from the origin. At each $r$, define $C(r)$ and $S(r)$ by

$$u=C J_l-S Y_l,\qquad u'=k\,(C J_l'-S Y_l').\tag{8}$$

Multiply the first equation by $J_l'$, the second by $J_l/k$, and subtract; then do the same with $Y_l'$ and $Y_l/k$. With (2) this gives

$$S=uJ_l'-\frac{u'J_l}{k},\qquad C=uY_l'-\frac{u'Y_l}{k}.\tag{9}$$

Put $C=A\cos\delta$ and $S=A\sin\delta$. If the potential were cut off at $r$, the solution beyond $r$ would be (5) with these values. So $\delta(r)$ is the phase shift of the potential cut off at $r$, and for $r\ge a$ it is the full $\delta_l(k)$.

To differentiate (9), note that $kJ_l''=[l(l+1)/r^2-k^2]J_l/k$, and take $u''$ from (1). The terms in $u'J_l'$ cancel, and so do the centrifugal and kinetic terms. What remains is

$$\frac{dS}{dr}=-\frac{2V}{k}\,uJ_l,\qquad \frac{dC}{dr}=-\frac{2V}{k}\,uY_l .$$

Since $\tan\delta=S/C$,

$$\frac{d\delta}{dr}=\frac{C\,S_r-S\,C_r}{A^2}=-\frac{2V}{k}\,\frac{u\,(CJ_l-SY_l)}{A^2}=-\frac{2V}{k}\,\frac{u^2}{A^2},$$

where the subscript $r$ marks the derivative. With $u=AM_l\sin(\theta_l+\delta)$ this is the phase equation

$$\frac{d\delta}{dr}=-\frac{2V(r)}{k}\,M_l^2(kr)\,\sin^2[\theta_l(kr)+\delta(r)],\qquad \delta(0)=0 .\tag{10}$$

The initial value holds because near the origin $u$ is proportional to $J_l$, so that $S\to0$ while $C$ tends to a positive constant.

Now consider the total phase $\Theta(r)=\theta_l(kr)+\delta(r)$. The nodes of $u$ lie where $\Theta=n\pi$. There the right side of (10) vanishes, whatever the sign of $V$, and (4) gives $d\Theta/dr=k/M_l^2>0$. The total phase can cross a multiple of $\pi$ only upwards, so it crosses each one at most once. It starts from zero. Hence the number of nodes in $0<r<R$ is the integer part of $\Theta(R)/\pi$, provided that $R$ itself is not a node.

### From nodes to levels

Keep the start $u\simeq r^{l+1}$ fixed and differentiate (1) with respect to energy, writing $u_E=\partial u/\partial E$. The equation for $u_E$ has the same bracket and the extra term $-2u$. Therefore

$$\frac{d}{dr}(u'u_E-u\,u_E')=u''u_E-u\,u_E''=2u^2 ,$$

and integration from the origin, where the left bracket vanishes, gives

$$u'u_E-u\,u_E'=2\int_0^r u^2\,dr .\tag{11}$$

At a node $r_j$ the second term is zero. The node moves so that $u'\,dr_j+u_E\,dE=0$, which with (11) means

$$\frac{dr_j}{dE}=-\frac{u_E}{u'}=-\frac{2}{u'^2}\int_0^{r_j}u^2\,dr<0 .$$

Nodes move inward as the energy rises. They cannot merge, because $u$ and $u'$ would then vanish together. They cannot reach the origin, where $u\simeq r^{l+1}$. When $E$ lies below the minimum of $V$, (1) makes $u$ grow without a node. Every node inside the sphere has therefore entered through the wall, and at the energy of its entry $u(R)=0$, which is a level. The number of nodes inside $R$ equals the number of levels below $E$, bound levels included:

$$\mathcal N_l(E)=\left\lfloor\frac{\theta_l(kR)+\delta_l(k)}{\pi}\right\rfloor ,\tag{12}$$

where $\lfloor\;\rfloor$ is the integer part from below, $E>0$, and $E$ is not itself a level. This holds at any $R>a$, and $n$ in (6) is the ordinal number of the level.

A well of depth 1.5 hartree and radius 2 bohr in a sphere of radius 30.005 bohr shows the count at work. For $l=0$ there is one bound level, and the first level of positive energy has $k=0.11140$ bohr$^{-1}$. It is the second level, so its total phase must be $2\pi$. With $kR=3.342$ this requires $\delta_0=2.941$, which is close to $\pi$ and not to zero. In the numerical check, levels from diagonalization and phase shifts from matching satisfy (6) with the ordinal $n$ for $l=0,1,2$. The largest deviation of phase$/\pi$ from $n$ is $9\times10^{-5}$.

### The branch and the bound states

The phase shift in (12) is fixed by (10). For use in a program it is convenient to characterize it by its dependence on $k$. It is continuous in $k$, because $C$ and $S$ are continuous and do not vanish together. It also tends to zero as $k\to\infty$. For $l=0$ this follows from (10) with $M_0=1$, which gives $|\delta_0|\le(2/k)\int|V|\,dr$. For $l>0$, use $x=kr$ as the variable. The potential then enters (1) as $2V/k^2$, so over any fixed range of $x$ the solution tends to $J_l$ and $\delta$ to zero. Beyond that range $M_l$ is bounded and the estimate for $l=0$ applies with a larger constant. Continuity together with $\delta_l(\infty)=0$ selects the branch.

At the other end, let $k\to0$. Equation (9) at $r=a$ and the small-argument forms $J_l\propto x^{l+1}$, $Y_l\propto-x^{-l}$ give $S\propto k^l$ and $C\propto k^{-l-1}[l\,u(a)+a\,u'(a)]$. Unless the bracket vanishes at zero energy, which is the threshold case $u\propto r^{-l}$ outside the well, $\tan\delta_l\propto k^{2l+1}$. So $\delta_l$ tends to a multiple $m\pi$. In a sufficiently large sphere the small positive $\theta_l(kR)\propto(kR)^{2l+1}$ outweighs the deviation of $\delta_l$ from $m\pi$, and (12) counts $m$ levels below zero energy. These are the bound levels:

$$\delta_l(0^+)=\pi\,n_l^{\rm bound}\qquad\text{(no state at threshold)}.\tag{13}$$

For the deep well, $\delta_l/\pi$ at $k=0.01$ bohr$^{-1}$ is 0.994, 1.000 and 0.000 for $l=0,1,2$, and the diagonalization finds 1, 1 and 0 bound levels.

### The average change of the count

Without the scatterer the count is $\lfloor\theta_l/\pi\rfloor$. Write $\theta_l=p\pi+\tau$ and $\delta_l=m\pi+\eta$ with integers $p,m$ and $0\le\tau,\eta<\pi$. Then

$$\Delta\mathcal N_l=\left\lfloor\frac{\theta_l+\delta_l}{\pi}\right\rfloor-\left\lfloor\frac{\theta_l}{\pi}\right\rfloor=\begin{cases}m, & \tau<\pi-\eta,\\ m+1, & \tau\ge\pi-\eta.\end{cases}$$

In any one sphere the change is an integer. When $R$ runs through an interval $\pi/k$ at fixed $k$, $\tau$ covers one period, and for large $kR$ it does so uniformly up to the correction $l(l+1)/(2k^2R^2)$ found above. The upper case then has the weight $\eta/\pi$, and the mean is

$$\overline{\Delta\mathcal N_l}=m+\frac{\eta}{\pi}=\frac{\delta_l(k)}{\pi}.\tag{14}$$

An average over an energy window gives the same result if the window holds many levels and $\delta_l$ hardly changes across it.

The numerical check counts levels below $E=0.5$ hartree for 79 radii between 30.02 and 33.11 bohr. For the deep well and $l=0$ the change is 0 or 1 with mean 0.532, against $\delta_0/\pi=0.530$. For $l=1$ the figures are 0.658 and 0.647. For a barrier of height 0.3 hartree and $l=0$ the change is $-1$ or 0, with mean $-0.203$ against $-0.199$. The differences are no larger than one count in 79, about 0.013.

Each $l$ has $2l+1$ orientations. Taking $R\to\infty$ at fixed $l$ and then summing gives, per spin,

$$\Delta\mathcal N(E)=\frac1\pi\sum_{l}(2l+1)\,\delta_l(k).\tag{15}$$

The sum converges because $J_l(x)\simeq x^{l+1}/(2l+1)!!$ is very small inside the potential once $l$ is well above $ka$. If $l$ is also well above $a\sqrt{2\max|V|}$, the term $Y_l\sin\delta$ in the wave on the right of (10) stays small beside $J_l\cos\delta$, and (10) gives a very small $\delta_l$. The second condition is needed: a deep well can bind levels with $l$ far above $ka$, and by (13) their phase shifts at small $k$ lie near nonzero multiples of $\pi$. The derivative of (15) with respect to energy is the change in the density of states, $\pi^{-1}\sum(2l+1)\,d\delta_l/dE$.

The scattering matrix has the eigenvalue $e^{2i\delta_l}$ repeated $2l+1$ times, so $\ln\det\mathsf S=2i\sum(2l+1)\delta_l$ and (15) can be written $\Delta\mathcal N=(2\pi i)^{-1}\ln\det\mathsf S$. This is the form that the Lloyd formula takes for a single scatterer. The branch of the logarithm must be fixed channel by channel, each $\delta_l$ being continued from high energy, or whole states are lost. The sum itself gives no starting value there: more channels contribute as $k$ rises, and for a square well the sum grows in proportion to $k$, as the first-order result (22) below shows.

## Half 2. The screening charge and the sum rule

### Symbols and results carried over

The potential $V(r)$ vanishes beyond $r=a$, energies are $E=k^2/2$ in Hartree atomic units, and $u(r)$ is $r$ times the radial wavefunction. The free waves are $J_l=xj_l=M_l\sin\theta_l$ and $Y_l=xy_l=-M_l\cos\theta_l$ with $x=kr$. They have $\theta_l'=1/M_l^2$, $\theta_l\to x-l\pi/2$ and $M_l^2\simeq1+l(l+1)/(2x^2)$. Outside the potential $u\propto M_l\sin(\theta_l+\delta_l)$. The phase shift is continuous in $k$, vanishes as $k\to\infty$, and tends to $\pi$ times the number of bound levels as $k\to0$ when no state sits at threshold. In a sphere of radius $R$ the $n$-th level obeys $\theta_l(kR)+\delta_l=n\pi$. The averaged number of levels gained below $E$, per spin, is $\sum(2l+1)\delta_l/\pi$.

The phase shifts, with their branch fixed, give the averaged number of levels that a scatterer adds below a fixed energy in a large sphere. It remains to show that the corresponding electrons gather around the impurity, and to obtain the Friedel sum rule from the requirement of complete screening.
